# Why a 10 nm AFM tip barely enters an 8 nm trench

**Question**

I am working on an exercise about measuring plasma-etched profiles with an atomic force microscope (AFM). A tip with a spherical end of radius 10 nm is scanned across a deep trench 8 nm wide with sharp upper edges. I am asked to show that the apparent depth of the trench is only about 0.84 nm.

I can see that a ball 20 nm across does not fit into an 8 nm slot, so the tip cannot reach the bottom. But then I don't see why it goes in at all, or why the answer doesn't contain the real depth, which in my case is 50 nm. I approximated the end of the tip by a parabola and got 0.80 nm, not 0.84 nm. Is the parabola to blame, or am I using the wrong contact point? And could I recover the real depth afterwards, or at least cure the problem with a sharper tip?

**Answer**

Your contact point is probably right, and the parabola explains most of the discrepancy. The rest lies in the exercise: its own numbers give 0.8348 nm, which is 0.83 nm to two digits. The calculation also shows why the real depth drops out.

**What the microscope records**

Take the tip and the sample to be rigid, and let the tip follow the surface in light contact. The trench is long and straight, with vertical walls, width $w$ and true depth $d$. Let $x$ be the sideways position of the tip axis, measured from the middle of the trench, and measure heights from the flat top surface. The image is the height $z(x)$ of the lowest point of the tip, its apex, when the tip first touches the sample on its way down. On the flat top this gives $z=0$.

The apex is not necessarily the point that touches. Over your trench the contact is on the flank of the sphere, while the instrument still reports the apex height. The part of the sphere below the contact points hangs into the opening, and that is why the tip goes in at all.

**The shape of the tip**

Put the apex at height zero for a moment. The centre of the sphere is then at height $R$. At sideways distance $u$ from the axis, the lower surface of the sphere is a vertical distance $\sqrt{R^2-u^2}$ below the centre, by Pythagoras. Its height above the apex is therefore

$$t(u)=R-\sqrt{R^2-u^2},\qquad |u|\le R .$$

Its slope for $0<u<R$ is

$$\frac{dt}{du}=\frac{u}{\sqrt{R^2-u^2}}>0 ,$$

so the tip surface rises steadily away from the axis.

**The contact rule**

Let $h$ be the height of the sample surface. With the apex at $(x,z)$, the tip surface above the point $x+u$ has height $z+t(u)$. The tip may not enter the sample, so for every $u$

$$z+t(u)\ge h(x+u)\quad\Longrightarrow\quad z\ge h(x+u)-t(u).$$

The lowest permitted apex height satisfies the strictest of these conditions:

$$z(x)=\max_u\,[\,h(x+u)-t(u)\,].$$

I have left out the direction along the trench. A sample point displaced that way has the same height $h$ but is farther from the tip axis, so its $t$ is larger and its condition is weaker. The two-dimensional cross-section is enough.

Now place the axis inside the trench, $|x|<w/2$, and go through the parts of the sample.

- The top surface has $h=0$ and demands $z\ge -t(u)$. Since $t$ grows with distance, the strictest demand comes from the nearest point of the top surface, which is the nearer edge, at distance $w/2-|x|$.
- The floor has $h=-d$ and demands $z\ge -d-t(u)$. This is strictest directly under the apex, where $t(0)=0$, and gives $z\ge -d$.
- A point on a vertical wall lies below the edge at the same sideways position, so it demands less than the edge does.

The larger of the two surviving lower limits is the image:

$$z(x)=-\min\!\left[d,\;t\!\left(\tfrac{w}{2}-|x|\right)\right].$$

I assume $w<2R$, so that the nearer edge is always under the sphere. Outside the trench the point under the apex demands $z\ge0$ and no other point demands more, so $z=0$ there.

**The apparent depth**

The distance to the nearer edge is greatest at $x=0$, where both edges touch together. The apparent depth is therefore

$$D=\min(d,s),\qquad s=t\!\left(\tfrac{w}{2}\right)=R-\sqrt{R^2-\frac{w^2}{4}} .$$

You can read $s$ from a right triangle. Its hypotenuse, of length $R$, runs from the sphere centre to an edge, and its horizontal leg is $w/2$. The vertical leg is the height of the centre above the top surface. The apex is a distance $R$ below the centre, and so $s$ below the top surface.

For $R=10$ nm and $w=8$ nm,

$$\sqrt{10^2-4^2}\ \text{nm}=\sqrt{84}\ \text{nm}=9.165\ \text{nm},$$

$$D=10\ \text{nm}-9.165\ \text{nm}=0.835\ \text{nm}.$$

The true depth of 50 nm is far greater than this, so the minimum selects $s$. The image shows 1.67 percent of the real depth.

**Where your 0.80 nm comes from**

Write $q=w/(2R)$, so that $s=R\,(1-\sqrt{1-q^2})$. For small $q$, try $\sqrt{1-q^2}=1-\tfrac12q^2-c\,q^4-\dots$ and square it:

$$\left(1-\tfrac12q^2-c\,q^4\right)^2=1-q^2+\left(\tfrac14-2c\right)q^4+\dots$$

This must equal $1-q^2$, so $c=\tfrac18$. Hence

$$s=R\left(\frac{q^2}{2}+\frac{q^4}{8}+\dots\right)=\frac{w^2}{8R}+\frac{w^4}{128R^3}+\dots$$

The first term is the parabola: $64/80=0.800$ nm. The second is $4096/128000=0.032$ nm. Together they give 0.832 nm, and the remaining terms supply the last 0.003 nm. The parabola is 4 percent below the circular result because $q=0.4$ is not very small.

With the same tip, a depth of exactly 0.840 nm would need a trench 8.024 nm wide. The 0.84 nm in the exercise may simply come from rounding twice, first 0.8348 to 0.835 and then 0.835 to 0.84. The difference has no practical importance, but rounded once, the result is 0.83 nm.

**What the image looks like**

For the deep trench, put $v=w/2-|x|$. Then $z=-R+\sqrt{R^2-v^2}$, or

$$(z+R)^2+\left(\tfrac{w}{2}-|x|\right)^2=R^2 .$$

Each half of the image is an arc of a circle of radius $R$, centred a distance $R$ below an edge. The tip is drawing its own shape, upside down, with the edge as the pen. The heights are:

| $\lvert x\rvert$ (nm) | $z$ (nm) |
|---|---|
| 0 | −0.835 |
| 1 | −0.461 |
| 2 | −0.202 |
| 3 | −0.050 |
| 4 | 0.000 |

The arcs meet in a cusp at the middle. On the right-hand side $v=w/2-x$ and $z=-t(v)$. Since $dv/dx=-1$, the two minus signs cancel:

$$\frac{dz}{dx}=\frac{v}{\sqrt{R^2-v^2}}\;\longrightarrow\;\frac{4}{9.165}=0.436\quad\text{as }x\to0^+ .$$

This is $\tan\theta$, where $\sin\theta=w/(2R)=0.4$ and $\theta=23.6^\circ$ is the angle at the sphere centre between the vertical and the line to the edge. On the left the slope has the opposite sign.

At the edges $v=0$ and the slope vanishes. The dip thus begins at the true edges, and its full opening is the true width, but it begins very gently. At a level of 0.20 nm below the top, about a quarter of the apparent depth, the dip is only 4 nm wide. If noise hides the shallow outer part, the trench will look too narrow as well as too shallow.

**Can the real depth be recovered?**

Not from this image. For every $d>s$ the formula for $z(x)$ is the same at every $x$, so a trench 5 nm deep and one 50 nm deep give identical images. No later processing can restore information that the contact never collected.

The width can be recovered if $R$ is known, the edges are sharp and $d>s$. Start from $R-D=\sqrt{R^2-w^2/4}$ and square both sides:

$$R^2-2RD+D^2=R^2-\frac{w^2}{4}\quad\Longrightarrow\quad w=2\sqrt{2RD-D^2}.$$

With the unrounded depth this returns 8.000 nm. To see how errors carry over, differentiate $s$ with respect to $w$:

$$\frac{dD}{dw}=\frac{w/4}{\sqrt{R^2-w^2/4}}=\frac{2}{9.165}=0.218 .$$

An error of 0.1 nm in the depth therefore becomes about 0.5 nm in the width. Read this way, the "depth" is a measurement of the opening, but only as good as those assumptions. With the edges rounded to 0.5 nm, treated below, the depth of 1.013 nm put into this formula returns 8.77 nm for walls 8 nm apart.

The opposite case is a shallow trench, $d<s$. The apex then reaches the floor wherever $t(w/2-|x|)\ge d$, and the image has a flat bottom at the correct depth. The table gives an example: if the trench were 0.461 nm deep, the apex would touch the floor for $|x|\le1$ nm, and the image would show a floor 2 nm wide instead of 8 nm. A flat bottom is thus the sign, in this model, that the depth can be believed. A cusp says that the true depth is at least the one shown. In a sampled image the flat part must span several pixels, because two pixels placed symmetrically about a cusp also read equal heights.

**Does a sharper tip help?**

A real tip is a sphere on the end of a shank. Take the shank to be a cone whose surface makes an angle $\alpha$ with the axis, so that its slope is $1/\tan\alpha$. It joins the sphere smoothly where the slopes agree:

$$\frac{u}{\sqrt{R^2-u^2}}=\frac{\cos\alpha}{\sin\alpha}\quad\Longrightarrow\quad u=R\cos\alpha .$$

For $\alpha=20^\circ$ the join is 9.4 nm from the axis. The edges touch at 4 nm, well inside the spherical part. The whole tip surface still rises with $u$, so the nearest edge still decides the contact and the shank changes nothing. The result for $s$ needs $w/2\le R\cos\alpha$; for a trench nearly as wide as the sphere, the cone touches first.

Now shrink the sphere to a perfect point but keep the cone. Its surface is $t(u)=u/\tan\alpha$, and the greatest depth it can reach is

$$\frac{w/2}{\tan\alpha}=\frac{4\ \text{nm}}{\tan20^\circ}=11.0\ \text{nm}.$$

This is much better than 0.83 nm, but still far from 50 nm. For a pointed cone to touch the floor you need $\tan\alpha\le(w/2)/d=4/50=0.08$, whereas $\tan20^\circ=0.36$. The probe must be slender over the whole depth as well as sharp at the end.

**How far would a real measurement differ?**

The numbers are round, roughly typical values: an ordinary sharpened probe has an end radius of the order of 10 nm, and narrow etched trenches in logic devices can be around ten nanometres wide and some tens of nanometres deep. Real etched edges are somewhat rounded, not perfectly sharp. Here are the sizes of that and three other effects, each changed alone with the rest of the example held fixed.

*Rounded edges.* Let each edge be a quarter circle of radius $r$ that joins the wall smoothly to the top, with the walls still 8 nm apart. The centres of these circles are at $x=\pm(w/2+r)$, a distance $r$ below the top surface. Let the centre of the tip sphere be at height $H$. Two circles touch from outside when their centres are separated by the sum of their radii:

$$\left(\tfrac{w}{2}+r\right)^2+(H+r)^2=(R+r)^2 .$$

The apex is at $H-R$, so the apparent depth is $R-H$:

$$D_r=R+r-\sqrt{(R+r)^2-\left(\tfrac{w}{2}+r\right)^2}.$$

Setting $r=0$ restores the earlier result. For $r=0.5$ nm,

$$D_r=10.5-\sqrt{110.25-20.25}=10.5-9.487=1.013\ \text{nm},$$

which is 21 percent more than for sharp edges. For $r=1$ nm it is 1.202 nm, or 44 percent more. Rounding widens the mouth of the trench, and the sphere sinks farther.

*Tip wear.* If the end of the tip wears from 10 nm to 15 nm radius, the depth falls to $15-\sqrt{209}=0.543$ nm, a drop of 35 percent. The same trench seems to become shallower during the scan.

*Pixels.* The cusp is sharp, so an image taken at separate points can miss it. With a pixel spacing of 0.5 nm, the worst case has pixels at $x=\pm0.25$ nm. The deepest reading is then $t(3.75\ \text{nm})=0.730$ nm, which is 13 percent too small.

*Elastic indentation.* When a sphere is pressed a distance $\delta$ into a flat elastic surface, the contact radius $a$ obeys $\delta\sim a^2/R$, from the parabola above. The strain is of order $\delta/a\sim a/R$. The pressure is of order $E^*a/R$, where $E^*$ is the combined elastic modulus of tip and sample, and the force is pressure times area:

$$F\sim\frac{E^*a^3}{R}\sim E^*R^{1/2}\delta^{3/2}\quad\Longrightarrow\quad \delta\sim\left(\frac{F^2}{E^{*2}R}\right)^{1/3}.$$

Take $F=1$ nN and $E^*=60$ GPa, a round value for hard inorganic materials. Then

$$\delta\sim\left(\frac{10^{-18}}{3.6\times10^{21}\times10^{-8}}\right)^{1/3}\text{m}=0.03\ \text{nm}.$$

At an edge the sharper curvature concentrates the load. Replacing $R$ by an edge radius of 0.5 nm gives about 0.08 nm, a tenth of the apparent depth. This is a rough and probably too large estimate of the local indentation, since the edge is curved that strongly in one direction only, and at the middle of the trench two edges share the load. The change in the apparent depth is smaller still, because the tip also indents the flat top from which the depth is measured. The estimate requires the contact radius $a$ to be much smaller than the edge radius, so it cannot be used for a perfectly sharp edge. Even for 0.5 nm it gives $a\sim\sqrt{0.08\times0.5}$ nm $=0.2$ nm, about one atomic spacing, so the edge figure is an order of magnitude only. Adhesion, which is left out here, can add several nanonewtons to the load, and $\delta$ grows as $F^{2/3}$.

These shifts have different signs and reach a few tenths of a nanometre. A measured value of 0.7 or 1.0 nm would therefore not contradict the geometry, and the third digit of 0.835 nm belongs to the ideal model alone.

**What this means for etched profiles**

Plasma etching can leave walls that are tilted, bowed or undercut. As long as the two upper edges stay sharp and 8 nm apart, an undercut wall leaves the image unchanged, because the top surface still decides the contact. A wall sloping inwards also leaves the central depth unchanged if it descends from the edge more steeply than $\theta=23.6^\circ$ below the horizontal and the floor stays out of reach. The reason is that the sphere lies above its tangent at the contact point, while such a wall lies below it.

Roughness of the edges does enter. If the opening varies slowly along the trench, the derivative found above applies at each place: a change of 1 nm in width changes the apparent depth by about 0.2 nm. An image along such a trench would show a bottom that goes up and down even if the real floor were perfectly flat. Before you call that floor roughness, check whether the depth variation follows the opening.

So for your exercise, write $D=R-\sqrt{R^2-w^2/4}=0.83$ nm, state that it holds for any true depth greater than this, and add that it is set by the width of the opening and the radius of the tip, not by the true depth. The numerical output below lists the values to more digits.

## Calculated quantities

```
tip radius R = 10.0 nm
trench width w = 8.0 nm
true depth d = 50.0 nm
shank half-angle = 20.0 degrees
height of sphere centre at contact = 9.1652 nm
apparent depth, formula = 0.8348 nm
apparent depth, contact search = 0.8348 nm
apparent depth / true depth = 1.67 percent
parabolic estimate = 0.8000 nm
next term of expansion = 0.0320 nm
sum of the two terms = 0.8320 nm
width that would give 0.84 nm = 8.024 nm
image height at x = 0 nm: -0.8348 nm
image height at x = 1 nm: -0.4606 nm
image height at x = 2 nm: -0.2020 nm
image height at x = 3 nm: -0.0501 nm
image height at x = 4 nm: 0.0000 nm
contact angle theta = 23.58 degrees
slope beside the cusp = 0.4364 (no unit)
width recovered from depth = 8.0000 nm
sphere-cone join at lateral distance = 9.397 nm
depth read by pointed cone = 10.99 nm
edge radius = 0.5 nm
apparent depth, rounded edges = 1.0132 nm
apparent depth, 1 nm edge radius = 1.2020 nm
pixel pitch = 0.5 nm
apparent depth, worst pixel position = 0.7298 nm
worn tip radius = 15.0 nm
apparent depth, worn tip = 0.5432 nm
contact force = 1.0 nN
contact modulus = 60 GPa
indentation prefactor for a sphere = 0.825 (no unit)
indentation scale on the flat = 0.030 nm
indentation scale at an edge = 0.082 nm
```
